\section*{Vacuum thickness and the energy of charged defects in oxide slabs}

\section{What is held fixed}

Q: I have a positively charged oxygen vacancy in an oxide slab. The cell is periodic, and a uniform background makes it neutral. I plan to thicken the vacuum until the formation energy settles. More vacuum means less interaction between images, so this must converge.

A: Do you also enlarge the cell parallel to the surface?

Q: No. I keep the lateral area $A$, the oxide thickness $d$ and the charge $q$. Only the vacuum $v$ grows, and with it the period $L=d+v$.

A: Then the charge repeats as a plane array with fixed mean density $q/A$. Far from a single charge the field falls off, but far from a charged plane it does not. We need to see what the background does to that field.

Let the mean electrostatic potential be zero, as when the zero Fourier component is dropped. For $q=Qe$, take the formation energy as
\begin{equation}
E_f=E(q,L)-E(0,L)+Q(\epsilon_v+E_F)+\text{atomic reservoir terms},
\end{equation}
with the valence edge $\epsilon_v$ taken from the neutral slab cell and $E_F$ measured from it. This choice of reference will matter.

\section{The part that vacuum cannot remove}

Q: Which part of the interaction survives a thick vacuum?

A: Resolve the potential into lateral waves of wave number $k$. In vacuum each component with $k\ne0$ obeys $V_k''=k^2V_k$, because the uniform background has no such component. The coupling between slabs through these waves therefore falls as $e^{-kv}$. The planar average, $k=0$, has no such decay.

Let $\rho(z)$ be the charge per unit length, integrated over $A$, of all nuclei and electrons. The planar potential obeys
\begin{equation}
\phi''=-\frac{1}{\varepsilon_0A}\left[\rho(z)-\frac qL\right].
\end{equation}
Write $\phi(z)=(\varepsilon_0A)^{-1}\int g(z-z')\rho(z')\,dz'$. Then $g''=-\delta+1/L$, so for $|z|\le L$
\begin{equation}
g(z)=-\frac{|z|}{2}+\frac{z^2}{2L}+c .
\end{equation}
This is periodic: for $0<z<L$, replacing $z$ by $z-L$ gives $-(L-z)/2+(L-z)^2/(2L)=-z/2+z^2/(2L)$. Over one period the first two terms average to $-L/8+L/24=-L/12$. Zero mean therefore requires $c=L/12$.

The energy is $\frac12\int\rho\phi\,dz$; the background adds nothing because $\phi$ has zero mean. Define $p=\int z\rho\,dz$ and $M=\int z^2\rho\,dz$. Since
\begin{equation}
\iint\rho\rho'(z-z')^2\,dz\,dz'=2qM-2p^2,
\end{equation}
the planar energy is
\begin{equation}
U_0=\frac{q^2L}{24\varepsilon_0A}
-\frac{1}{4\varepsilon_0A}\iint\rho\rho'|z-z'|\,dz\,dz'
+\frac{qM-p^2}{2\varepsilon_0AL}.
\label{eq:planar}
\end{equation}

Q: The first term grows with $L$. Could the electrons rearrange and cancel it?

A: Not while the net charge stays in the slab. At given $L$ and $A$ the first term depends on $q$ alone, so it is the same for every electronic state we compare. The remaining functional has a limit independent of $L$, apart from corrections of order $1/L$ and exponentially small ones. Minimizing it gives
\begin{equation}
E(q,L)-E(0,L)=\frac{q^2L}{24\varepsilon_0A}+C+O(1/L).
\label{eq:law}
\end{equation}
For the neutral slab the linear term is absent, and its $\epsilon_v$ also tends to a constant. The uncorrected formation energy therefore diverges linearly with vacuum thickness.

Q: Does the background cause the divergence, then?

A: It sets the coefficient. Without it, a plane of charge has the constant field $q/(2\varepsilon_0A)$ on both sides. Its energy in a length $L$ is
\begin{equation}
\frac{\varepsilon_0}{2}\left(\frac{q}{2\varepsilon_0A}\right)^2AL=\frac{q^2L}{8\varepsilon_0A}.
\end{equation}
The background makes the field fall linearly to zero at mid-vacuum. The mean of $(1-2z/L)^2$ over $0<z<L/2$ is $1/3$, which turns $1/8$ into $1/24$. The field energy of a fixed-area array diverges with $L$ in either case. A truncated Coulomb kernel, $g=-|z|/2$, keeps only the second term of \eqref{eq:planar}, which does not depend on $L$. At large $L$ this amounts to subtracting the linear term: the energy converges, but to that of the array, not of an isolated defect.

A dipole correction does not help here. In \eqref{eq:planar} the dipole appears only in the $1/L$ term.

\section{The oxide's screening}

Q: My oxide has a permittivity near 10. Surely that reduces the slope?

A: Let us put a charged sheet at the centre of a slab with relative permittivity $\varepsilon$. Gauss's law and symmetry give, for $|z|<L/2$,
\begin{equation}
D(z)=\frac qA\left[\frac{\operatorname{sgn}z}{2}-\frac zL\right].
\end{equation}
This is odd, so $\int D/\varepsilon(z)\,dz=0$ and the potential is periodic. We need
\begin{equation}
\int_a^{L/2}\left(\frac12-\frac zL\right)^2dz=\frac L3\left(\frac12-\frac aL\right)^3 .
\end{equation}
With $a=0$ this is $L/24$; with $a=d/2$ it is $(L/24)(1-d/L)^3$, the vacuum share. The oxide share is the difference, divided by $\varepsilon$. Hence
\begin{align}
U_s&=\frac{A}{2\varepsilon_0}\int\frac{D^2}{\varepsilon(z)}dz\nonumber\\
&=\frac{q^2L}{24\varepsilon_0A}\left[\left(1-\frac1\varepsilon\right)\left(1-\frac dL\right)^3+\frac1\varepsilon\right]\label{eq:sheet}\\
&=\frac{q^2}{24\varepsilon_0A}\left[L-3d\left(1-\frac1\varepsilon\right)+\frac{3d^2}{L}\left(1-\frac1\varepsilon\right)+O(L^{-2})\right].\nonumber
\end{align}
Screening lowers the constant and leaves the limiting slope alone, because the added field energy lies in the vacuum.

Q: And a vacancy near one surface?

A: Put the sheet at $z_0$ inside the slab. Now $D=D_s+D_0$, with $D_s=(q/A)[\frac12\operatorname{sgn}(z-z_0)-z/L]$ and $D_0$ constant. Let $S=L-d+d/\varepsilon$. Since $\int D_s/\varepsilon(z)\,dz=-qz_0/(A\varepsilon)$, periodicity requires $D_0=qz_0/(A\varepsilon S)$. Completing the square,
\begin{equation}
\int\frac{(D_s+D_0)^2}{\varepsilon(z)}dz=\int\frac{D_s^2}{\varepsilon(z)}dz-\frac{q^2z_0^2}{A^2\varepsilon^2S}.
\end{equation}
In $D_s^2$ only the cross term $-(z/L)\operatorname{sgn}(z-z_0)$ changes when the sheet moves. For $z_0>0$ it rises by $2z/L$ on $0<z<z_0$, which adds $q^2z_0^2/(A^2\varepsilon L)$ to the integral; negative $z_0$ follows by reflection. Thus
\begin{equation}
U_s(z_0)-U_s(0)=\frac{q^2z_0^2}{2\varepsilon_0A}\left[\frac{1}{\varepsilon L}-\frac{1}{\varepsilon^2S}\right].
\end{equation}
This vanishes as $1/L$, so depth changes neither the slope nor the limiting constant of the planar energy.

\section{The reference level}

Q: Suppose I take the valence edge from the charged cell instead. Does the drift disappear?

A: It changes sign. The leading slab potential is $qL/(12\varepsilon_0A)$, from the constant in $g$. Electron levels shift by $-e$ times this, and the term $Q\epsilon_v$ shifts by $-q^2L/(12\varepsilon_0A)$. Added to \eqref{eq:law}, this gives the slope $-q^2/(24\varepsilon_0A)$.

A slab with explicit electrons tests both slopes. It has three planes, each with ionic charge $+2e$ and two electrons, and a shallower attractive well at the middle plane. The electrons move along $z$ in their self-consistent Hartree potential, without exchange or correlation. One electron is removed from the highest occupied level at periods of 80, 120 and 160 bohr, with the area used below. A fit of linear, constant and $1/L$ terms gives $0.4749$ eV/nm for the total energy and $-0.9497$ eV/nm for the lowest level. Their sum is $-0.4749$ eV/nm, as predicted for $Q=1$.

\section{Numbers for an MgO-like slab}

Q: How large is this in a cell I might use?

A: Take a slab like MgO(001), with rough static permittivity 10, thickness 1.5 nm and lateral side 1.26 nm, so $A=1.5876$ nm$^2$. For $Q=1$, with $e/\varepsilon_0=18.0951$ V\,nm, the limiting slope is
\begin{equation}
\frac{18.0951}{24\times1.5876}\ \text{eV/nm}=0.475\ \text{eV/nm}.
\end{equation}
For $Q=2$ it is four times larger, 1.90 eV/nm.

To find an error we need an isolated reference. Represent the vacancy charge by a centred Gaussian of standard deviation $s=0.15$ nm, a model choice. In a uniform dielectric its self-energy is
\begin{equation}
\frac{q^2}{2\varepsilon_0\varepsilon}\int\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2s^2}}{k^2}
=\frac{q^2}{4\pi^2\varepsilon_0\varepsilon}\int_0^\infty e^{-k^2s^2}dk
=\frac{q^2}{4\pi\varepsilon_0\varepsilon}\frac{1}{2\sqrt\pi\,s}.
\end{equation}
The surfaces add image charges. At one surface, let the image be $\beta q$ and let the outside potential be $\tau q/(4\pi\varepsilon_0r)$. Continuity of potential gives $(1+\beta)/\varepsilon=\tau$, and continuity of normal displacement gives $1-\beta=\tau$. So $\beta=(\varepsilon-1)/(\varepsilon+1)$. Repeated reflection puts images $\beta^nq$ at distances $nd$ on both sides. Half the interaction with them is
\begin{equation}
\frac{q^2}{4\pi\varepsilon_0\varepsilon d}\sum_{n=1}^{\infty}\frac{\beta^n}{n}
=\frac{q^2}{4\pi\varepsilon_0\varepsilon d}\ln\frac{\varepsilon+1}{2},
\end{equation}
because $-\ln(1-\beta)=\ln[(\varepsilon+1)/2]$. The Gaussian is narrow enough for its tails outside the slab to be neglected, and spherical averaging of a harmonic potential returns its central value. Hence
\begin{equation}
U_{\rm iso}=0.1440\left[1.881+\frac{\ln5.5}{1.5}\right]\text{eV}=0.434\ \text{eV}.
\end{equation}

The periodic energy $U_{\rm per}$ of the same Gaussian, with all significant lateral waves, is as follows at fixed area.
\begin{center}
\begin{tabular}{rrr}
$v$ (nm) & $U_{\rm per}$ (eV) & $U_{\rm per}-U_{\rm iso}$ (eV)\\
1 & 0.240 & $-0.194$\\
2 & 0.497 & $+0.063$\\
4 & 1.216 & $+0.782$\\
8 & 2.926 & $+2.491$\\
16 & 6.597 & $+6.162$
\end{tabular}
\end{center}
From 8 to 16 nm the energy rises by 3.671 eV; the sheet formula \eqref{eq:sheet} gives 3.672 eV. The mean slope there, 0.459 eV/nm, is below the limit because the positive $1/L$ term in \eqref{eq:sheet} is still decreasing.

Q: Near 2 nm the error is small. Could I stop there?

A: The error crosses zero near 1.8 nm, but the energy is not stationary: it rises by 0.26 eV between 1 and 2 nm. A negative constant and a rising term happen to cancel for this area, thickness and permittivity.

\section{Reaching the isolated limit}

Q: Then I could subtract the linear term and keep the rest.

A: That removes the divergence but not the error. At $v=16$ nm, $L=17.5$ nm and the linear term is 8.31 eV, leaving $6.16-8.31=-2.15$ eV. The whole model error must be subtracted:
\begin{equation}
E_{\rm corr}=E(q,L)-\left[U_{\rm per}-U_{\rm iso}\right].
\end{equation}
Use it in $E_f$ with $\epsilon_v$ from the neutral slab at the same $L$. The mean potential of the neutral slab shifts $E(q,L)$ by an amount that varies as $1/L$, and $Q\epsilon_v$ from that cell cancels it if the neutral slab has no dipole. With a dipole the shift depends on position, and a remainder of order $1/L$ can stay. The correction is then as good as the model's charge and dielectric profile.

Alternatively, grow the lateral sides and the period together, at fixed $d$. For a cubic cell of side $t$, the linear term becomes $q^2/(24\varepsilon_0t)$ and vanishes. The sum over lateral waves tends to the integral for one defect. The model errors are $-0.037$ eV at $t=40$ nm and $-0.022$ eV at 80 nm. A cubic polynomial in $1/t$ through the energies at 40, 50, 60 and 80 nm extrapolates to 0.4342 eV, against 0.4345 eV from the images.

\section{Where the linear law stops}

Q: Does the same law hold for a negative defect?

A: Only while the extra electron stays in the slab. The background is then positive and attracts electrons into the vacuum. For a charge centred in the slab, the planar field at distance $x$ from mid-vacuum has magnitude $|q|x/(\varepsilon_0AL)$. Integrating to the surface at $x=v/2$ gives an electron well of depth
\begin{equation}
W=\frac{e|q|v^2}{8\varepsilon_0AL}.
\end{equation}
Choose a level bound by 3 eV relative to the potential just outside the surface. For $Q=-1$ and hard walls at the surfaces, the lowest vacuum level reaches it near $v=3.3$ nm, where $W$ is about 3.2 eV; confinement accounts for the difference. This is a one-electron estimate of the onset in a mean-field calculation. Beyond it, part of the electron's charge can move into the vacuum, and \eqref{eq:law} loses its premise.

Q: And how does the positive example compare with real MgO?

A: The permittivity and the gap of 7.8 eV are rough values for MgO. As the vacuum thickens, the planar field just outside the surface approaches 57 MV/cm. In the oxide it peaks at 5.7 MV/cm beside the charged sheet, against a rough breakdown field of 10 MV/cm. These are planar averages; the local field of the Gaussian charge in a uniform dielectric peaks near 14 MV/cm. Linear dielectric response is therefore doubtful; its failure would alter the constant, not the slope. For a centred sheet with static screening, the planar band bending is at most 0.43 eV, well below the gap, and the band-to-band tunnelling distance in the peak planar oxide field, about 14 nm, exceeds the slab thickness. An off-centre sheet or weaker screening gives more bending: with electronic screening alone, the centred sheet already gives 1.4 eV. At $v=8$ nm, electronic screening alone ($\varepsilon=3$, unrelaxed ions) raises the sheet energy by 0.42 eV; the energy of the Gaussian charge rises by more, because its local field is also less screened. A dielectric 0.1 nm thicker at the same $L$ lowers it by 0.09 eV. Heating by 1000 K, with rough linear expansion $10^{-5}$ K$^{-1}$, lowers the slope by 2\%.

At $v=8$ nm the largest of the departures estimated here is the periodic array of charges with its uniform background. In a real oxide, carriers, other defects or electrodes compensate the charge, not a uniform charge filling the vacuum. For a dilute vacancy, the model's error of 2.5 eV at 8 nm belongs to the calculation and not to the material.

\section*{Computed results}
\begin{verbatim}
lateral side: 1.26 nm; area: 1.5876 nm^2
slab thickness: 1.50 nm; Gaussian width: 0.15 nm
rough static / electronic permittivity: 10 / 3
e/eps0: 18.0951 V nm
limiting slope, charge +1: 0.4749 eV/nm
limiting slope, charge +2: 1.8996 eV/nm
length offset 3d(1-1/eps): 4.050 nm
planar energy, Fourier: 0.793694 (reduced units)
planar energy, moments: 0.793702 (reduced units)
largest relative sheet-formula deviation: 2.6e-04
Hartree slab, total-energy slope: 0.4749 eV/nm
Hartree slab, band-level slope: -0.9497 eV/nm
slope with charged-cell reference: -0.4749 eV/nm
isolated model energy, images: 0.4345 eV
isolated model energy, extrapolated: 0.4342 eV
vacuum 1 nm: sheet 0.1871, full 0.2404, error -0.1940 eV
vacuum 2 nm: sheet 0.4453, full 0.4972, error +0.0628 eV
vacuum 4 nm: sheet 1.1655, full 1.2160, error +0.7816 eV
vacuum 8 nm: sheet 2.8760, full 2.9255, error +2.4910 eV
vacuum 16 nm: sheet 6.5477, full 6.5966, error +6.1621 eV
rise from 8 to 16 nm, full model: 3.6711 eV
rise from 8 to 16 nm, sheet formula: 3.6717 eV
vacuum where error crosses zero: 1.80 nm
direct error at 1.800 nm vacuum: +0.0032 eV
error left at 16 nm without linear term: -2.1488 eV
cubic cell 40 nm: error -0.0371 eV
cubic cell 50 nm: error -0.0314 eV
cubic cell 60 nm: error -0.0272 eV
cubic cell 80 nm: error -0.0215 eV
largest planar vacuum field: 57.0 MV/cm
largest planar oxide field: 5.70 MV/cm
rough oxide breakdown field: 10 MV/cm
band bending, static screening: 0.427 eV
band bending, electronic screening: 1.425 eV
rough band gap: 7.8 eV
band-to-band tunnelling distance: 13.7 nm
0.1 nm thicker dielectric, 8 nm vacuum: -0.090 eV
electronic screening, 8 nm vacuum: +0.424 eV
rough linear expansion: 1e-05 1/K; heating: 1000 K
slope change on heating: -1.97 percent
chosen electron binding, charge -1: 3.0 eV
vacuum at onset of electron spill: 3.28 nm
\end{verbatim}
